# Line-edge roughness variance on a finite segment

An edge of a nominally straight etched line runs along $x$. Its displacement from the design position is $h(x)$. Treat $h$ as a stationary random function with ensemble mean $\mu$ and covariance

$$C(t)=\langle[h(x)-\mu][h(x+t)-\mu]\rangle=\sigma^2e^{-|t|/\xi}.$$

Angle brackets denote an average over many statistically identical edges. The quantity $\sigma^2$ is the variance of an infinitely long edge, and $\xi$ is the correlation length, defined by the fall of $C$ to $1/e$ of its peak. An image shows only the segment $0\le x\le L$. Since $\mu$ is unknown, the roughness is computed about the segment's own mean:

$$m=\frac1L\int_0^Lh\,dx,\qquad s^2=\frac1L\int_0^L(h-m)^2dx.$$

The problem is classical and its results depend on length ratios, chiefly $u=L/\xi$. Lengths are in nm.

## (a) Where does the variance go?

**Question.** Express $\langle s^2\rangle$ through $\sigma^2$ and the variance of the segment mean.

**Solution.** Write $h-m=(h-\mu)-(m-\mu)$ and square:

$$s^2=\frac1L\int_0^L(h-\mu)^2dx-2(m-\mu)\frac1L\int_0^L(h-\mu)\,dx+(m-\mu)^2.$$

The factor $m-\mu$ does not depend on $x$, so it stands outside the integral. The remaining integral, divided by $L$, is again $m-\mu$. The last two terms therefore combine to $-2(m-\mu)^2+(m-\mu)^2$, and

$$s^2=\frac1L\int_0^L(h-\mu)^2dx-(m-\mu)^2.$$

Now average over edges. The first integrand has mean $\sigma^2$ at every $x$, and $\langle m\rangle=\mu$, so

$$\langle s^2\rangle=\sigma^2-\mathrm{Var}(m).$$

The segment mean follows the slow part of the roughness, and subtracting it removes that part. The missing variance reappears as a displacement of whole segments relative to one another. This step uses stationarity and a finite variance, but neither Gaussian statistics nor the exponential form of $C$.

## (b) The expected variance

**Question.** Evaluate $\mathrm{Var}(m)$ and hence the fractional deficit $D=1-\langle s^2\rangle/\sigma^2$ for any $L$.

**Solution.** The squared deviation of the mean is a double integral over the segment:

$$\mathrm{Var}(m)=\frac1{L^2}\int_0^L\!dx\int_0^L\!dy\;C(x-y).$$

The integrand depends on the separation alone. For a positive separation $t=x-y$, the point $y$ can lie between $0$ and $L-t$, a range of length $L-t$. Negative separations contribute equally, which gives a factor 2:

$$\mathrm{Var}(m)=\frac{2\sigma^2}{L^2}\int_0^L(L-t)e^{-t/\xi}dt.$$

Set $t=\xi v$. Then $L-t=\xi(u-v)$, $dt=\xi\,dv$ and $L^2=\xi^2u^2$, so all powers of $\xi$ cancel:

$$D=\frac{\mathrm{Var}(m)}{\sigma^2}=\frac2{u^2}\int_0^u(u-v)e^{-v}dv.$$

Integrate by parts, integrating the exponential and differentiating $u-v$:

$$\int_0^u(u-v)e^{-v}dv=\big[-(u-v)e^{-v}\big]_0^u-\int_0^ue^{-v}dv=u-(1-e^{-u}).$$

Therefore

$$D(u)=\frac2u-\frac{2(1-e^{-u})}{u^2},\qquad \langle s^2\rangle=\sigma^2[1-D(L/\xi)].$$

## (c) Long and short segments

**Question.** Find the leading deficit for $L\gg\xi$ and the size of its error. What happens for $L\ll\xi$? How does the long-segment result change for another covariance?

**Solution.** For large $u$ the exponential is negligible, and

$$D\simeq\frac2u\left(1-\frac1u\right),\qquad D\to\frac{2\xi}{L}.$$

The factor 2 comes from correlations on both sides of a point: the area under $C(t)/\sigma^2$ is $2\xi$. The mean fluctuates as if the segment held $L/(2\xi)$ independent values. Since $1-e^{-u}>0$, the leading law always overstates $D$, by a relative amount of about $\xi/L$ when the segment is long.

For small $u$, use

$$1-e^{-u}=u-\frac{u^2}2+\frac{u^3}6-\frac{u^4}{24}+\cdots.$$

Multiplication by $-2/u^2$ gives $-2/u+1-u/3+u^2/12-\cdots$. The first term cancels the $2/u$ in $D$, so

$$\frac{\langle s^2\rangle}{\sigma^2}=1-D=\frac u3-\frac{u^2}{12}+\cdots.$$

A segment much shorter than $\xi$ moves almost rigidly and shows little internal roughness. Here the leading long-segment law is useless: it gives a deficit above 100% once $L<2\xi$.

For a general covariance $\sigma^2\rho(t)$ with a finite integral of $|\rho|$ and a nonzero integral of $\rho$, the pair count in (b) gives, for a segment much longer than the range of $\rho$,

$$D=\frac2L\int_0^L\left(1-\frac tL\right)\rho(t)\,dt\simeq\frac2L\int_0^\infty\rho(t)\,dt.$$

Take $\rho=\exp[-(t/\xi)^{2H}]$, where $H$ is the roughness exponent and $H=1/2$ is the present model. This form is a valid covariance only for $0<H\le1$. With $w=(t/\xi)^{2H}$, $dt=(\xi/2H)\,w^{1/(2H)-1}dw$, and

$$\int_0^\infty\rho\,dt=\frac{\xi}{2H}\Gamma\!\left(\frac1{2H}\right)=\xi\,\Gamma\!\left(1+\frac1{2H}\right).$$

The leading deficit is then $2\xi/L$ times this gamma function. If $\rho$ is positive and decays so slowly that its integral diverges, the deficit falls more slowly than $1/L$.

## (d) The same loss in the spectrum

**Question.** Which spatial frequencies does mean subtraction remove?

**Solution.** Define the two-sided power spectrum by $S(k)=\int C(t)e^{-ikt}dt$. The two half-lines give

$$S(k)=\sigma^2\left[\frac1{1/\xi+ik}+\frac1{1/\xi-ik}\right]=\frac{2\sigma^2\xi}{1+k^2\xi^2}.$$

Insert $C(x-y)=\int S(k)e^{ik(x-y)}dk/2\pi$ into the double integral for $\mathrm{Var}(m)$. The $x$ and $y$ integrals are complex conjugates, and each has modulus

$$\left|\frac1L\int_0^Le^{ikx}dx\right|=\left|\frac{\sin(kL/2)}{kL/2}\right|.$$

Hence

$$\mathrm{Var}(m)=\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,S(k)\left[\frac{\sin(kL/2)}{kL/2}\right]^2.$$

The removed band has a width of order $1/L$ and no sharp edge. For $L\gg\xi$ the spectrum is flat across it, so $S(k)$ may be replaced by $S(0)=2\sigma^2\xi$. By Parseval's theorem the remaining integral equals that of the squared averaging window, $L\times(1/L)^2=1/L$. The product is $2\sigma^2\xi/L$, as in (c).

## (e) Samples and pixels

**Question.** A digital image supplies $N$ values at spacing $a$, with $L=Na$. Find the deficit for point samples, using the divisor $N$ in $s^2$. What changes if each value is instead an average over its pixel?

**Solution.** Neighbouring point samples have correlation $r=e^{-a/\xi}$. The argument of (a) holds with sums in place of integrals. There are $N$ equal-point pairs and $2(N-p)$ ordered pairs at distance $p$, so

$$D_N=\frac1{N^2}\left[N+2\sum_{p=1}^{N-1}(N-p)r^p\right].$$

Write the weight $N-p$ as the number of integers $q$ from $p$ to $N-1$, and sum over $p$ first:

$$\sum_{p=1}^{N-1}(N-p)r^p=\sum_{q=1}^{N-1}\frac{r(1-r^q)}{1-r}=\frac r{1-r}\left[N-\frac{1-r^N}{1-r}\right].$$

The last step uses $\sum_{q=1}^{N-1}(1-r^q)=\sum_{q=0}^{N-1}(1-r^q)$, since the $q=0$ term vanishes. Combining $1/N$ with $2r/[N(1-r)]$ gives

$$D_N=\frac{1+r}{N(1-r)}-\frac{2r(1-r^N)}{N^2(1-r)^2}.$$

For $a\ll\xi$, $(1+r)/(1-r)\simeq2\xi/a$, and the first term returns to $2\xi/L$. For independent samples, $r=0$ and $D_N=1/N$; the divisor $N-1$ then removes the bias. For correlated samples that divisor still multiplies the result by just $N/(N-1)$, which does not compensate for a deficit set by $\xi/L$.

If pixels average the edge, apply the identity of (a) inside each pixel. The variance of the continuous edge about $m$ is the variance within pixels plus the variance of pixel means about $m$. The expected first part is $\sigma^2[1-D(a/\xi)]$, so the pixel means retain

$$\frac{\langle s_{\rm pix}^2\rangle}{\sigma^2}=[1-D(L/\xi)]-[1-D(a/\xi)].$$

For small pixels the extra loss is about $a/(3\xi)$, by the short-segment result. A finite segment loses slow roughness, and a finite pixel loses fast roughness.

## (f) Removing a fitted line

**Question.** Image rotation is often removed by subtracting a least-squares straight line. How much true roughness is lost with it?

**Solution.** Let $z=x/L$ and $p(z)=\sqrt3(2z-1)$. This function has zero mean and unit mean square on $0\le z\le1$. The line fit removes, besides the mean, the component $b=\int_0^1p(z)h\,dz$, and lowers $s^2$ by $b^2$. As in (b), grouping pairs by their lag $\tau=t/L$ gives

$$\frac{\langle b^2\rangle}{\sigma^2}=2\int_0^1A(\tau)e^{-u\tau}d\tau,\qquad A(\tau)=\int_0^{1-\tau}p(z)p(z+\tau)\,dz.$$

Centre the inner integral with $w=z+\tau/2-1/2$. The product becomes $12(w^2-\tau^2/4)$, and $w$ runs between $\mp(1-\tau)/2$:

$$A(\tau)=(1-\tau)^3-3\tau^2(1-\tau)=1-3\tau+2\tau^3.$$

For large $u$ the upper limit may be moved to infinity with an exponentially small error. With $\int_0^\infty\tau^ne^{-u\tau}d\tau=n!/u^{n+1}$,

$$\frac{\langle b^2\rangle}{\sigma^2}\simeq\frac2u\left(1-\frac3u+\frac{12}{u^3}\right).$$

To leading order each removed mode costs $2\xi/L$, so mean and slope together cost $4\xi/L$.

## (g) One edge or many?

**Question.** For Gaussian edges with $L\gg\xi$, find the scatter of $s^2$ from edge to edge and the leading bias of $s$ itself.

**Solution.** Let $G(x,y)$ be the covariance of $h-m$ at two points. For zero-mean Gaussian variables the covariance of their squares is $2G^2$, so

$$\mathrm{Var}(s^2)=\frac2{L^2}\int_0^L\!\int_0^LG(x,y)^2\,dx\,dy.$$

Mean subtraction changes $C$ by terms of order $\sigma^2\xi/L$. In the integral of $G^2$, both their cross term with $C$ and their own square are smaller than the leading term by a factor of order $\xi/L$. To leading order $G$ is replaced by $C$:

$$\mathrm{Var}(s^2)\simeq\frac{2\sigma^4}{L}\int_{-\infty}^{\infty}e^{-2|t|/\xi}dt=\frac{2\sigma^4\xi}{L}.$$

The relative rms scatter is $\sqrt{2\xi/L}$. It falls more slowly with $L$ than the deficit does. Averaging $s^2$ over independent edges reduces the scatter but leaves the deficit unchanged.

For $s$, expand the square root about $\langle s^2\rangle$. The linear term averages to zero, and the quadratic term gives

$$\langle s\rangle\simeq\sqrt{\langle s^2\rangle}-\frac{\mathrm{Var}(s^2)}{8\langle s^2\rangle^{3/2}}.$$

The third and fourth central moments of $s^2$ are of order $(\xi/L)^2$, because $s^2$ averages over many correlation lengths; they do not affect the leading term. The first term is $\sigma(1-\xi/L)$, the second $-\sigma\xi/(4L)$. Hence

$$\langle s\rangle\simeq\sigma\left(1-\frac{5\xi}{4L}\right).$$

Averaging $s$ over edges thus gives a lower value than averaging $s^2$ and then taking the root.

## (h) An etched line in numbers

**Question.** Take $\sigma=1.5$ nm, $\xi=20$ nm, $L=1000$ nm and $a=2$ nm. Find the expected variance, compare the long-segment law with the full formula, and judge the effects left out.

**Solution.** Here $u=1000/20=50$, and $e^{-50}$ is negligible:

$$D=\frac2{50}-\frac2{50^2}=0.0400-0.0008=0.0392.$$

The infinite-edge variance is $1.5^2=2.25$ nm². The segment is expected to lose $0.0392\times2.25=0.088$ nm² and show 2.162 nm². The root of this expected variance is 1.470 nm, or 14.70 angstrom. Segment means scatter by $\sqrt{0.088}=0.297$ nm rms.

The leading law gives 4.00% against 3.92%, too high by about 2% of the deficit, as $\xi/L=0.02$ predicts. Numerical integration over the spectrum in (d) also gives 3.920%. Point sampling changes the deficit to 3.923%, so the 2 nm spacing matters little if the values are true point samples. In a test with 8000 simulated Gaussian edges, the deficit was 3.79% with a standard error of 0.21%, consistent with the sampled formula.

With $\sigma$ and $\xi$ held fixed, the length dependence is:

| $L$ (nm) | Deficit (%) | $2\xi/L$ (%) |
|---:|---:|---:|
| 20 | 73.6 | 200 |
| 100 | 32.1 | 40.0 |
| 500 | 7.68 | 8.00 |
| 2000 | 1.98 | 2.00 |

At $L=\xi=20$ nm most of the variance lies in the displacement of the whole segment. The rms roughness inside the segment is then about half of $\sigma$. A short device feature can therefore look smoother than a long line and still have a displaced edge. For a variance deficit of 1%, the full formula requires $L=3980$ nm, close to the leading estimate of 4000 nm.

The chosen $\sigma$ and $\xi$ are illustrative and do not describe a particular process. For a smoother edge, the noise and tilt percentages below grow as $1/\sigma^2$. Real measurements break the assumption of a noiseless, perfectly aligned image. Independent edge-detection noise of 0.5 nm rms adds $0.5^2(1-1/500)$ nm², which is 11.1% of $\sigma^2$. A tilt $\theta=1$ mrad adds the variance of a ramp,

$$\frac1L\int_0^L\theta^2(x-L/2)^2dx=\frac{\theta^2L^2}{12}=\frac1{12}\ \text{nm}^2,$$

or 3.7% of $\sigma^2$. Pixel averaging removes 3.25%. With these three effects and the finite length together, the apparent variance differs from $\sigma^2$ by $11.1+3.7-3.9-3.3=+7.6$%. The noise, for these assumed values, more than hides the deficit. Correcting for finite length alone would then move the estimate further from $\sigma^2$.

A fitted line removes the tilt, but raises the loss of true roughness from 3.92% to 7.68%. The correction must match the processing used. The effect of the covariance shape depends on the exponent. At the same $\sigma$, $\xi$ and $L$, $H=0.7$ gives a deficit of 3.60% instead of 3.92%, with a leading factor of 0.911 relative to $2\xi/L$. A small exponent matters more, because the covariance then has a long tail: $H=0.3$ gives 5.6%. The pixel loss depends on $H$ more strongly still, since it is set by the fall of the covariance at short distance. For the same 2 nm pixels it is 1.0% at $H=0.7$ and 11.2% at $H=0.3$, so the budget above holds for $H=1/2$ only.

Statistical scatter is larger than all these shifts. For one Gaussian edge, point-sampled and free of noise and tilt, the rms scatter of $s^2$ is 19.1% of $\sigma^2$, near the leading value $\sqrt{0.04}=20$%. Averaging over $M$ independent edges divides it by $\sqrt M$, so it equals the deficit at $M=(19.14/3.92)^2\simeq24$. With far fewer edges, chance dominates the finite-length bias; with far more, the bias dominates. The mean of $s$ is 1.463 nm, a loss of 2.46% relative to $\sigma$, against the leading $5\xi/(4L)=2.50$%.

These corrections presume that $\xi$ is known. If it is read from the $1/e$ point of the covariance about each segment's own mean, it tends to come out too short. For $L\gg\xi$, mean subtraction lowers that covariance by nearly a constant, about $2\sigma^2\xi/L$, so the fall to $1/e$ comes too early. For noiseless, untilted point samples with the values above, the averaged covariance gives 18.7 nm instead of 20 nm, and the correction is then too small, even after averaging over many edges. Pixel averaging and tilt push the estimate the other way: with 2 nm pixels and a 1 mrad tilt but no noise it becomes 20.5 nm. Detection noise, which raises the covariance at zero lag alone, shortens it again. Slow drift of the edge along the line also breaks stationarity and adds its own variance. For a steady linear drift this part grows as $L^2$, like the ramp above, so the expected $s^2$ has no long-segment limit. The remaining values are in the numerical output.

## Computed values

```
Infinite-line rms roughness sigma: 1.50 nm
Correlation length xi: 20.0 nm
Segment length L: 1000 nm
Sample spacing: 2.0 nm; samples: 500
L/xi: 50.0 (dimensionless)
Infinite-line variance: 2.2500 nm^2
Expected segment variance: 2.1618 nm^2
Missing variance: 0.0882 nm^2
Exact fractional deficit: 3.920 %
Leading deficit 2 xi/L: 4.000 %
Deficit from spectral integral: 3.920 %
Deficit for point samples: 3.923 %
Root of expected segment variance: 1.4703 nm
The same root: 14.703 angstrom
Rms spread of segment means: 0.2970 nm
Length for a 1 % variance deficit: 3979.9 nm
Table: L in nm, exact deficit in %, leading deficit in %
     20    73.576   200.000
     50    50.627    80.000
    100    32.054    40.000
    200    18.000    20.000
    500     7.680     8.000
   1000     3.920     4.000
   2000     1.980     2.000
Neglected effects, as % of sigma^2 unless stated:
Detection noise 0.5 nm adds: 11.09 %
Pixel averaging removes: 3.25 %
Image tilt 1.0 mrad adds: 3.70 %
Line-fit subtraction removes in all: 7.68 %
Deficit for roughness exponent 0.7: 3.60 %
Its leading factor relative to 2 xi/L: 0.9114
Single-line rms scatter of s^2: 19.14 %
Leading scatter sqrt(2 xi/L): 20.00 %
Lines for scatter equal to deficit: 23.8
Mean single-line rms E[s]: 1.4631 nm
Fractional loss of E[s]: 2.457 % of sigma
Leading loss 5 xi/(4 L): 2.500 % of sigma
Simulated lines: 8000
Simulated variance deficit: 3.79 %
Standard error of simulated deficit: 0.21 %
```
